Standing waves beside a step on Dirac and parabolic surfaces

Take two surfaces whose electrons have the same wavelength, and put the same barrier, a straight step, on each. At 40 nm from the step, the standing wave on an ordinary parabolic surface band has an envelope of 12 % of the undisturbed density of states. On a helical Dirac surface the envelope is 0.21 %, smaller by a factor of 59. At 80 nm the factor is 117. These numbers are for ideal surfaces without lifetime broadening. There the ratio doubles when the distance doubles, which a weaker reflection alone cannot explain. With broadening, treated near the end, the ratio can instead fall with distance. As derived below, the two waves follow power laws that differ by one power of x.

The Dirac surface is described by

H = ħv(k_x σ_y − k_y σ_x), with energy E = ħvk > 0.

The step runs along y at x = 0 and the tip stands at x > 0. The terraces on both sides are identical, the step has a finite range, scattering is elastic, and k_y is conserved. The tip is not spin-polarised and measures the local density of states ρ(x) at energy E. Far from the step this equals ρ₀, and δρ = ρ − ρ₀.

For a wave travelling at angle φ to the x axis, k_x = k cosφ and k_y = k sinφ. The off-diagonal elements of H are then −iE e^(−iφ) (upper right) and iE e^(iφ) (lower left), and the eigenvector of energy +E is (1, i e^(iφ))/√2. Let the reflected wave leave at angle θ. The incident wave has the same k_y and the opposite k_x, so its direction is π − θ. Since e^(i(π−θ)) = −e^(−iθ), the two spinors, without the factor 1/√2, are

χ_in = (1, −i e^(−iθ)), χ_out = (1, i e^(iθ)).

On the tip side the wavefunction is

ψ = [χ_in e^(−ikx cosθ) + r(θ) χ_out e^(ikx cosθ)]/√2,

and its density is

|ψ|² = 1 + |r|² + 2 Re[F(θ) e^(2ikx cosθ)], F = r χ_in†χ_out/2.

The spinor overlap follows from χ_in† = (1, i e^(iθ)):

χ_in†χ_out/2 = (1 − e^(2iθ))/2 = −i e^(iθ) sinθ.

It vanishes at normal incidence, where the incident and reflected spins are opposite.

Waves arriving from the other side contribute |τ|², where τ is their transmission amplitude. At fixed k_y the amplitude leaving to the right is r times the amplitude arriving from the right plus τ times that arriving from the left. These two numbers form one row of a unitary matrix, because the velocities on the two terraces are equal, so |r|² + |τ|² = 1. States at energy E are uniformly distributed in angle, hence

ρ/ρ₀ = (1/2π) ∫ dθ {1 + |r|² + |τ|² + 2 Re[F e^(2ikx cosθ)]},

δρ/ρ₀ = (1/π) Re ∫ dθ F(θ) e^(2ikx cosθ), −π/2 < θ < π/2.

Modes bound to the step have |k_y| > k and add terms that decay exponentially with x. When such a mode exists, the angular integral contains an exponential term of its own, and the two must be added. For the line barrier treated below they cancel. With a weakly attractive line, Z = −0.1, at kx ≈ 18 the angular integral alone misses the power law derived next by about 14 times its envelope, while the sum with the bound mode agrees to about 3 %.

For kx ≫ 1 the phase varies rapidly except near θ = 0, where cosθ ≈ 1 − θ²/2. Expand r = r(0) + r'(0)θ + … and e^(iθ) sinθ = θ + iθ² + …. Their product gives

F = −i{r(0)θ + cθ² + …}, c = r'(0) + i r(0).

The phase is even in θ, so the linear term integrates to zero and the quadratic term leads. To integrate it, start from ∫ e^(−aθ²) dθ = √π a^(−1/2) and differentiate with respect to −a:

∫ θ² e^(−aθ²) dθ = (√π/2) a^(−3/2).

Set a = ikx, with a vanishing positive real part for convergence. Since i^(−3/2) = e^(−3πi/4) and −i = e^(−iπ/2),

δρ/ρ₀ ≈ (1/π) Re[−i c e^(2ikx) (√π/2)(ikx)^(−3/2)]
= |c|/(2√π) · (kx)^(−3/2) cos(2kx + arg c − 5π/4).

The neglected θ⁴ terms in F and in the phase are smaller by a factor of order 1/(kx), because the important angles satisfy θ² ~ 1/(kx).

The integral also has ends at grazing incidence, θ = ±π/2, which could leave non-oscillating power tails. To see that they do not, put u = cosθ. A source at x sends a wave to the step, which returns with amplitude r. At fixed k_y the trace of the Green function at the source point is therefore

Tr g = −(i/ħvu)[1 + F e^(2ikxu)].

The prefactor comes from the pole at velocity vu, and the returning part is proportional to rχ_outχ_in†/2, whose trace is F. For |k_y| > k, u becomes iκ/k with κ > 0. The energy then lies outside the continuum at that k_y, g = (E − H)^(−1) is Hermitian, and its trace is real. The prefactor −i/u is real as well, so F is real at imaginary u. The measure du/√(1 − u²) is also real there. If the integrand near u = 0 is written as Σ gₙuⁿ, each gₙiⁿ is therefore real. The end contributes terms proportional to

gₙ n! (i/2kx)^(n+1),

which are purely imaginary and drop out of the real part. This requires F to be analytic at u = 0. For a step of finite range it is: F is a ratio of functions analytic near u = 0, and |r| ≤ 1 at real angles rules out a pole there.

The parabolic band needs one change. Without a spinor the overlap is 1, so F = r, and r(0) is in general not zero. With ∫ e^(−ikxθ²) dθ = √π (ikx)^(−1/2),

δρ/ρ₀ ≈ |r(0)|/√(πkx) · cos(2kx + arg r(0) − π/4).

The same Green-function argument removes the end terms. A hard wall, r = −1, provides a limiting case: the angular integral is then −J₀(2kx), whose large-distance form is the expression above.

The extra power has a simple reading. In both systems the wave at distance x is built from a cone of directions of width about (kx)^(−1/2) around the normal; outside it the phases cancel. The parabolic wave takes the full amplitude from this cone. The Dirac wave is weighted by θ² ~ 1/(kx), and so loses one further power of distance.

Time-reversal symmetry adds that r(0) = 0. At k_y = 0 and with a scalar potential U(x), the wave equation is

ψ' = i(E − U)σ_yψ/ħv.

Then (ψᵀψ)' = i(E − U)ψᵀ(σ_yᵀ + σ_y)ψ/ħv = 0, because σ_yᵀ = −σ_y. On the far side ψ is proportional to (1, −i), so ψᵀψ = 0. On the tip side, using the unnormalised spinors, the squares of (1, −i) and (1, i) vanish and the cross term leaves ψᵀψ = 2r(1 + 1) = 4r. Hence r(0) = 0. For a general time-reversal-symmetric step, the reversed state Θψ = iσ_yψ* solves the same equation. Hermiticity makes the flux (Θψ)†σ_yψ = −iψᵀψ equal on the two sides, and the same conclusion follows. The coefficient is then c = r'(0), and the x^(−3/2) law holds provided r'(0) ≠ 0.

The absence of backscattering is not what removes the x^(−1/2) term, however. The overlap alone does that, whatever the value of r(0). A magnetic step was computed with |r(0)| = 0.662, and its wave still decayed with exponent −1.496 between kx of about 100 and 400. An unpolarised tip does not see the interference of two opposite spins, even when the electron is reflected.

A line barrier makes the coefficients explicit. Let its strength be Z = ∫U dx/(ħv). Across the line the potential dominates, and the wave equation gives ψ(0⁺) = exp(−iZσ_y)ψ(0⁻), a real rotation by Z. Write a = −i e^(−iθ) and b = i e^(iθ) for the second spinor components, so that ab = 1, and let t be the transmission amplitude. Matching gives

1 + r = t(cosZ − a sinZ), a + rb = t(sinZ + a cosZ).

Eliminating t gives (a + rb)(cosZ − a sinZ) = (1 + r)(sinZ + a cosZ). Collecting r and using ab = 1,

r[(b − a)cosZ − 2 sinZ] = (1 + a²) sinZ.

Here b − a = 2i cosθ and 1 + a² = 1 − e^(−2iθ) = 2i e^(−iθ) sinθ, so

r = e^(−iθ) sinZ sinθ/(cosZ cosθ + i sinZ).

Near θ = 0 this is θ sinZ/e^(iZ), and therefore c = sinZ e^(−iZ). The leading x^(−3/2) term is therefore largest at Z = π/2. At Z = π the line is transparent at every angle and there is no wave. This is special to an ideal line: a barrier of finite width with the same Z can still reflect at oblique angles.

A magnetic line shows how c can vanish although r does not. A mass term mσ_z confined to the line gives the matching matrix exp(μσ_x), with μ = ∫m dx/(ħv). The same elimination yields

r(b − a)coshμ = (1 − a²) sinhμ.

With 1 − a² = 2e^(−iθ) cosθ, this is r = −i e^(−iθ) tanhμ, and F = −tanhμ sinθ. F is odd, so its integral vanishes at every x. In the computed case |r(0)| was 0.604 and the wave was zero to within rounding error.

For a parabolic line barrier ψ is continuous and its slope jumps by 2βψ(0), where β = m*∫U dx/ħ² and m* is now the effective mass. With q = k cosθ and t = 1 + r, the jump condition reads

−iq + iqr + iq(1 + r) = 2β(1 + r).

The left side is 2iqr, so r = β/(iq − β) = −iβ/(q + iβ). At normal incidence |r(0)| = β/√(k² + β²).

The opening numbers use round model parameters: v = 5×10⁵ m/s, an energy of 0.15 eV above the Dirac point, and a barrier of 0.20 eV over 1.0 nm, treated as a line. Then ħv = 0.3291 eV nm, and

k = 0.15/0.3291 = 0.4558 nm⁻¹,
Z = 0.20/0.3291 = 0.608, |c| = sinZ = 0.571.

The wave period is π/k = 6.9 nm. The parabolic band has mass 0.40 mₑ and, by choice, the same k. This places its energy 19.8 meV above the band bottom and gives ħv_g = ħ²k/m* = 0.0868 eV nm, where v_g is the group velocity. The same barrier has β = 0.20 × 0.4558/0.0868 = 1.05 nm⁻¹, and |r(0)| = 0.917.

At 40 nm, kx = 18.23, and the envelopes are

Dirac: 0.571/(2√π × 18.23^1.5) = 0.00207,
parabolic: 0.917/√(π × 18.23) = 0.121.

Their ratio is 2|r(0)|kx/|c| = 3.21 kx. The factor 3.21 comes from the spinor weighting and the two reflection coefficients; the factor kx is the extra power of distance.

The asymptotic laws are already useful at 20 nm. There the full angular integral gives 0.00256 for the Dirac wave and the law gives 0.00250, a difference of 1 % of the envelope. For the parabolic wave the values are −0.0910 and −0.0935, also within 1.5 % of the envelope. At 40 nm the parabolic wave happens to be near a zero, so the law misses its value by 11 % but misses by only 0.5 % of the envelope. The small Dirac difference at 20 nm owes something to the phase of the wave at that point. At 80 nm the difference is 1.3 % of the envelope, and a correction proportional to 1/(kx) that reaches 1.3 % there can reach about 5 % at 20 nm.

The general laws were also tested on finite, asymmetric steps, with the density summed from matched wavefunctions. Between kx of about 100 and 400 the exponents were −1.492 for a scalar Dirac step and −0.499 for a parabolic one. The largest error of the Dirac law, relative to the envelope, fell from 1.6 % to 0.42 %. This is the fourfold drop expected of a 1/(kx) correction; a leftover x^(−2) tail would have shrunk only by half relative to the envelope. A correction of this size can shift the fitted slope by about 0.01, enough to account for the departure from −1.5.

The velocity, and an energy of 0.15 eV inside a bulk gap of a few tenths of an eV, are roughly those of a Bi₂Se₃ surface. The mass of 0.4 mₑ is roughly that of noble-metal surface states, but the energy of 20 meV above the band bottom was not chosen to match an experiment; it results from holding k equal. Of the neglected effects estimated here, a finite lifetime changes the envelopes most at a distance of 30 nm. A level width Γ replaces E by E + iΓ/2, which adds iΓ/(2ħv) to k and multiplies the Dirac wave by e^(−Γx/ħv). For the parabolic band v_g replaces v, to first order in Γ. With a rough Γ = 5 meV, the factors at 30 nm are

Dirac: e^(−0.005×30/0.3291) = 0.63,
parabolic: e^(−0.005×30/0.0868) = 0.18.

In the leading laws the local exponent, d ln(envelope)/d ln x, becomes −3/2 − Γx/ħv = −1.96 for the Dirac wave and −1/2 − Γx/ħv_g = −2.23 for the parabolic one; higher-order corrections change these values by a few hundredths. In this comparison, at equal k and equal Γ, the parabolic wave falls more steeply at 30 nm although its power law is slower. A slope read from a log-log plot therefore does not identify the surface unless lifetime and thermal broadening are both negligible or their effects have been divided out.

At low temperature, thermal broadening matters less. Thermal averaging weights the phase e^(2iεx/ħv) with 1/[4k_BT cosh²(ε/2k_BT)], where ε is the energy measured from E. Closing the contour in the upper half-plane, the double poles at ε = iπ(2n+1)k_BT sum to A/sinhA, with A = 2πk_BTx/(ħv). At 4.2 K and 30 nm this is 0.993 for the Dirac wave and, with v_g in place of v, 0.904 for the parabolic one; this takes the phase as linear in ε and r as fixed, and averaging the full parabolic wave over energy gives 0.902. The factor also steepens the local exponent by A cothA − 1, which for the parabolic wave is 0.20 at 30 nm and 0.71 at 60 nm. Giving the barrier its actual width of 1 nm changes |r'(0)| from 0.571 to 0.605 and the parabolic |r(0)| from 0.917 to 0.952. These shifts of 6 % and 4 % change the strengths, not the powers. With x measured from the barrier's edge on the tip side, the phases also shift, by 0.46 rad for the Dirac wave and 0.29 rad for the parabolic one. Measured from the barrier's centre, the Dirac phase is the same as for the line, while the parabolic phase still changes by −0.16 rad.

The Dirac contour of a real crystal is not a perfect circle. A hexagonal term λk³cos3φ σ_z, with a rough λ = 0.13 eV nm³, changes it to

(ħvk)² + (λk³cos3φ)² = E².

With w = λk³/E = 0.082, the radius is k(φ) ≈ k₀(1 − ½w²cos²3φ) to lowest order, where k₀ = E/ħv. If the step normal lies along φ = 0, then cos²3φ ≈ 1 − 9φ², and the φ² term of k_x is reduced by the factor 1 − 9w² = 0.94. The numerical contour gives 0.941. This factor multiplies a in the integral of θ²e^(−aθ²), so the curvature alone would raise the envelope by a factor of 0.941^(−3/2) = 1.095. The velocity along the normal, the spinors and r change as well, and these changes can offset part of the increase.

The exponent survives such a distortion as long as the contour stays convex with non-zero curvature at the normal. If stronger warping flattens it there, the quadratic expansion of the phase fails. If it makes the contour concave, further stationary pairs of states can appear whose spins are not opposite; F need not vanish for them, and they can contribute x^(−1/2) waves. The derivation of the x^(−3/2) law therefore assumes a convex contour, such as the circle of the model. This is a real restriction: with rough values for Bi₂Te₃, ħv = 0.255 eV nm and λ = 0.25 eV nm³, the curvature at φ = 0 is only about a third of the circle's at 0.15 eV and vanishes near 0.18 eV.

Table of computed values

```
GENERAL TESTS (k x from 100 to 400)
exponent, Dirac, scalar step: -1.4924
exponent, Dirac, magnetic step: -1.4960
exponent, parabolic step: -0.4992
|r(0)|, Dirac, scalar step: 5.6e-17
|r(0)|, Dirac, magnetic step: 0.662
|r(0)|, pure magnetic line: 0.604
largest LDOS wave, pure magnetic line: 6.7e-16
law error / envelope at k x = 100 and 400:
  Dirac scalar 0.01634 0.00418
  parabolic    0.00402 0.00101
EXAMPLE INPUTS
Dirac velocity: 5.0e+05 m/s
energy above Dirac point: 0.150 eV
barrier: 0.20 eV, width 1.0 nm
parabolic mass: 0.40 m_e
EXAMPLE RESULTS
hbar v: 0.3291 eV nm
k: 0.4558 1/nm; wave period pi/k: 6.893 nm
parabolic energy above band bottom: 19.79 meV
parabolic hbar v_g: 0.0868 eV nm
Z: 0.6077 rad; |c| = sin Z: 0.5710
beta: 1.0499 1/nm; parabolic |r(0)|: 0.9173
x = 20 nm, k x = 9.116:
  Dirac full 2.557e-03 law 2.496e-03 envelope 5.853e-03
  parabolic full -9.097e-02 law -9.345e-02 envelope 1.714e-01
  envelope ratio parabolic/Dirac: 29.3
x = 40 nm, k x = 18.231:
  Dirac full 1.786e-03 law 1.804e-03 envelope 2.069e-03
  parabolic full 5.694e-03 law 5.055e-03 envelope 1.212e-01
  envelope ratio parabolic/Dirac: 58.6
x = 80 nm, k x = 36.462:
  Dirac full 5.383e-04 law 5.476e-04 envelope 7.316e-04
  parabolic full 8.193e-02 law 8.207e-02 envelope 8.571e-02
  envelope ratio parabolic/Dirac: 117.2
NEGLECTED EFFECTS (distance 30 nm where it matters)
level width: 5.0 meV; temperature: 4.2 K
lifetime factor: Dirac 0.634, parabolic 0.178
local exponent with lifetime: Dirac -1.96, parabolic -2.23
thermal factor: Dirac 0.993, parabolic 0.904
finite-width barrier: Dirac |r'(0)| 0.6054, parabolic |r(0)| 0.9518
warping coefficient: 0.13 eV nm^3
warping energy / E: 0.0821
contour curvature relative to circle: 0.9414
envelope factor from curvature: 1.095
```
